# Why unequal barrier heights displace a tunnel junction's conductance minimum

Take a tunnel junction whose two electrodes are alike except for the barrier heights $\phi_1$ and $\phi_2$ that they meet at the insulator. Turn the junction around and reverse the battery. Nothing physical has changed, so the differential conductance $G=dJ/dV$ per unit area obeys

$$G(V;\phi_1,\phi_2)=G(-V;\phi_2,\phi_1).$$

Define the mean height $\phi=(\phi_1+\phi_2)/2$ and the difference $\Delta\phi=\phi_2-\phi_1$. In an expansion of $G$ in powers of $V$, the linear coefficient must be odd in $\Delta\phi$ and the quadratic coefficient even. Equal heights therefore give no linear term. A small difference gives a linear term proportional to $\Delta\phi$, and the bottom of the parabola moves by an amount proportional to $\Delta\phi$.

Dimensions restrict the answer further. If the transmission is $e^{-S}$, the temperature is zero and the electrode bands are deep, the available quantities are $\phi$, $\Delta\phi$, the barrier width $d$, the mass $m$ and $\hbar$. Apart from $\Delta\phi/\phi$, they form one dimensionless number,

$$S_0=\frac{2d\sqrt{2m\phi}}{\hbar},$$

which is the tunnelling exponent of a rectangular barrier of height $\phi$. For small $\Delta\phi/\phi$ we must have $eV_{\min}=\Delta\phi\,f(S_0)$. Symmetry does not give the sign or size of $f$. For these we need the model.

## How bias changes the barrier

Let $V>0$ make electrode 2 positive, and write $v=eV$. Measure the energy $E$ of motion across the barrier from midway between the Fermi levels, which then lie at $+v/2$ in electrode 1 and $-v/2$ in electrode 2. Each barrier edge moves with its own electrode, so the edges lie at $\phi_1+v/2$ and $\phi_2-v/2$. Their mean is still $\phi$. Their difference is

$$\Delta=\Delta\phi-v .$$

In this frame bias leaves the mean height alone and changes the tilt.

With a uniform field in the insulator, the barrier measured from $E$ is $u+\Delta s$, where $u=\phi-E$ and $s$ runs uniformly from $-1/2$ to $1/2$. The exponent is

$$S=\frac{2d\sqrt{2m}}{\hbar}\int_{-1/2}^{1/2}\sqrt{u+\Delta s}\;ds .$$

Expand the root:

$$\sqrt{u+\Delta s}=\sqrt u+\frac{\Delta s}{2\sqrt u}-\frac{\Delta^2s^2}{8u^{3/2}}+\dots$$

The average of $s$ vanishes, as does that of $s^3$, and the average of $s^2$ is $1/12$. Hence, up to terms of order $\Delta^4$,

$$S=\frac{2d\sqrt{2m}}{\hbar}\left[\sqrt u-\frac{(\Delta\phi-v)^2}{96\,u^{3/2}}\right].\qquad(1)$$

The minus sign comes from the concavity of the square root: what a tilted barrier gains on its low side outweighs what it loses on its high side. At fixed mean height, a tilted barrier is more transparent than a flat one.

This is the source of the displacement. If $\Delta\phi>0$, a positive bias first flattens the barrier and makes it less transparent, while a negative bias tilts it further and makes it more transparent. The conductance thus starts to fall on the side where the higher-barrier electrode is positive.

## From transmission to conductance

The current sums over all electrons that strike the barrier. Assume one parabolic mass throughout and conserved transverse momentum. With two spin states, the density of states is $2\,d^3k/(2\pi)^3$. The velocity factor turns $dk_x$ into $dE/\hbar$, and the transverse states give $d^2k_t=(2\pi m/\hbar^2)\,dE_t$. The prefactor is

$$K=e\,\frac{2}{8\pi^3}\,\frac1\hbar\,\frac{2\pi m}{\hbar^2}=\frac{em}{2\pi^2\hbar^3}.$$

At zero temperature, electrode 1 supplies a range $v/2-E$ of transverse energies when this is positive. Electrode 2 supplies $-v/2-E$ under the same condition. Therefore

$$J=K\,[F(v/2)-F(-v/2)],\qquad F(\mu)=\int_{-\infty}^{\mu}(\mu-E)\,D(E,v)\,dE .$$

The lower limit stands for the band bottom, where the transmission is negligible if the band is deep.

Differentiating with respect to $\mu$ at fixed $D$ gives $F'=\int_{-\infty}^{\mu}D\,dE$, $F''=D$ and $F'''=\partial D/\partial E$. Even powers cancel in the difference of the two $F$'s, and the cubic term is $2(v/2)^3/6=v^3/24$ times $F'''$. With

$$N(v)=\int_{-\infty}^{0}D(E,v)\,dE,\qquad D_E=\left.\frac{\partial D}{\partial E}\right|_{E=0,\,v=0},$$

we have, to third order,

$$\frac JK=vN(v)+\frac{v^3}{24}D_E .$$

Now expand $N(v)=N+N'v+\tfrac12N''v^2$, with the coefficients taken at $v=0$, and differentiate $J$:

$$\frac{G}{G(0)}=1+2\frac{N'}{N}\,v+3\left[\frac{N''}{2N}+\frac{D_E}{24N}\right]v^2 .\qquad(2)$$

The factors 2 and 3 come from differentiating $v^2$ and $v^3$. Equation (2) holds for any smooth $D(E,v)$, not just for $e^{-S}$. It separates two effects: $N'$ and $N''$ describe the change of the barrier, while $D_E$ describes the widening of the energy window between the Fermi levels.

## The coefficients

From (1), at zero bias,

$$\frac{\partial S}{\partial v}=\frac{2d\sqrt{2m}}{\hbar}\,\frac{\Delta\phi}{48u^{3/2}},\qquad
\frac{\partial^2S}{\partial v^2}=-\frac{2d\sqrt{2m}}{\hbar}\,\frac{1}{48u^{3/2}} .$$

At $E=0$ these equal $S_0\Delta\phi/(48\phi^2)$ and $-S_0/(48\phi^2)$. The integral $N$ also contains deeper electrons. Write $E=-\phi y$, so that $u=\phi(1+y)$. The weight $e^{-S_0\sqrt{1+y}}$ falls nearly as $e^{-S_0y/2}$, and the mean of $y$ is about $2/S_0$. The average of $(1+y)^{-3/2}$ is then $1-3/S_0$ to this order. Since $N'/N$ is minus the average of $\partial S/\partial v$,

$$\frac{N'}{N}=-\frac{S_0\Delta\phi}{48\phi^2}\left(1-\frac3{S_0}\right).$$

For the second derivative, $N''/N$ is the average of $(\partial S/\partial v)^2-\partial^2S/\partial v^2$. The squared term changes the final quadratic coefficient by a relative amount of order $(\Delta\phi/\phi)^2$, so it is dropped with the other tilt corrections of that order. This leaves $N''/(2N)\simeq S_0/(96\phi^2)$.

For the window term, put $z=\sqrt{1+y}$, so that $dy=2z\,dz$. Neglecting the tilt,

$$N=2\phi\int_1^\infty z\,e^{-S_0z}dz=\frac{2\phi(S_0+1)}{S_0^2}e^{-S_0},\qquad D_E=\frac{S_0}{2\phi}e^{-S_0},$$

$$\frac{D_E}{24N}=\frac{1}{96\phi^2}\,\frac{S_0^3}{S_0+1}\simeq\frac{S_0^2-S_0}{96\phi^2}.$$

When the two parts are added, the terms linear in $S_0$ cancel. For $D=e^{-S}$ the quadratic coefficient has no correction of relative order $1/S_0$. To leading order in $1/S_0$ and in the tilt,

$$\frac{G}{G(0)}=1-\frac{S_0\Delta\phi}{24\phi^2}\,v+\frac{S_0^2}{32\phi^2}\,v^2 .\qquad(3)$$

Setting the derivative to zero gives

$$eV_{\min}=\frac{S_0\Delta\phi}{24\phi^2}\cdot\frac{16\phi^2}{S_0^2}=\frac{2\,\Delta\phi}{3S_0},\qquad(4)$$

and the first correction multiplies this by $1-3/S_0$. To leading order in $1/S_0$, the unknown function of the opening argument is $f=2/(3S_0)$.

The value of (3) at its minimum lies below $G(0)$ by the squared linear coefficient over four times the quadratic one, which is $(\Delta\phi/\phi)^2/72$. To leading order the thickness drops out. For $D=e^{-S}$ a thinner barrier moves the minimum further but does not deepen it; the factor $1-3/S_0$, which enters the depth squared, makes it shallower. With the abrupt walls treated below the displacement does not keep growing: for the heights and Fermi energies of the example it is largest for $S_0$ between about 10 and 18 and falls for thinner barriers.

These results concern $dJ/dV$. The ratio $J/V$ has half the linear and one third of the quadratic coefficient, so its minimum lies at $3/2$ times (4), or $\Delta\phi/S_0$.

## Why the minimum does not sit where the barrier is flat

The barrier is flat at $v=\Delta\phi$, yet (4) places the minimum much closer to zero. Two steps account for this.

First, suppose that bias changes the barrier but the window term is omitted, so $J=KvN(v)$. Reflecting a trapezoid does not change $S$, so $N$ is symmetric about $v=\Delta\phi$. Near there $N\propto1+\alpha(v-\Delta\phi)^2$ with $\alpha>0$. The slope of the conductance is proportional to

$$2N'+vN''\propto2\alpha\,[\,2(v-\Delta\phi)+v\,],$$

which vanishes at $v=2\Delta\phi/3$. The factor $2/3$ arises because we differentiate the current, not the transparency.

Second, restore the window. Bias of either sign opens states at energies above the midpoint, where tunnelling is exponentially easier. This adds a curvature centred on zero bias. To leading order, the shape contributes $S_0/(32\phi^2)$ to the quadratic coefficient and the window $S_0^2/(32\phi^2)$; only the larger part is kept in (3). The total is larger than the shape part by a factor $S_0$, so the minimum is pulled from $2\Delta\phi/3$ to $2\Delta\phi/(3S_0)$.

If instead the tilt were frozen while the window widened, $N'$ would vanish and the minimum would sit at zero. The response of the tilt displaces the minimum, and the window limits the displacement.

## A junction in numbers

Take $d=2$ nm, $\phi_1=1.5$ eV, $\phi_2=2.5$ eV and the free-electron mass. Then $\phi=2$ eV, $\Delta\phi=1$ eV and $S_0=28.98$. The leading coefficients are

$$-\frac{28.98\times1}{24\times4}=-0.302\ \mathrm{V^{-1}},\qquad \frac{28.98^2}{32\times4}=6.56\ \mathrm{V^{-2}},$$

and (4) gives

$$V_{\min}=\frac{2\times1}{3\times28.98}\ \mathrm V=23.0\ \mathrm{mV}.$$

The factor $1-3/S_0$ lowers this to 20.6 mV. Direct integration of the current, with $S$ evaluated numerically for the tilted barrier, gives 21.0 mV. The difference, about 2% of $V_{\min}$, comes from the omitted higher-order terms, which begin at relative order $1/S_0^2$ and $(\Delta\phi/\phi)^2$; their coefficients are not derived here. With the window term removed, the minimum moves to 662 mV, against $2\Delta\phi/(3e)=667$ mV.

The minimum is shallow. The leading depth is $1/(72\times4)=0.35\%$ of $G(0)$, and the integrated value is 0.29%. The asymmetry at larger bias is easier to see: $G/G(0)$ is 1.097 at $-0.1$ V and 1.038 at $+0.1$ V. The leading parabola gives 1.096 and 1.035.

The absolute scale follows from $G(0)=eKN$. Keeping the tilt in the exponent at $E=0$ gives

$$G(0)\simeq\frac{e^2m}{2\pi^2\hbar^3}\,\frac{2\phi(S_0+1)}{S_0^2}\exp\!\left[-S_0+\frac{S_0\Delta\phi^2}{96\phi^2}\right],$$

with $\phi$ in joules in the prefactor. This is $6.5\times10^{-4}$ S/cm², and integration gives $6.4\times10^{-4}$ S/cm².

## Abrupt walls and unequal metals

The form $e^{-S}$ ignores reflection at the walls. If the potential jumps abruptly there, the wave must be matched. Let $k_1,k_2$ be the wavenumbers in the electrodes and $\kappa_1,\kappa_2$ the decay constants just inside the barrier.

For a thick barrier with slowly varying $\kappa$, a unit incident wave gives the amplitude $B$ inside the first wall. Continuity requires $ik_1(2-B)=-\kappa_1B$, so $|B|^2=4k_1^2/(k_1^2+\kappa_1^2)$. The decaying wave reaches the second wall with its squared amplitude multiplied by $(\kappa_1/\kappa_2)e^{-S}$. Matching there multiplies it by $4\kappa_2^2/(k_2^2+\kappa_2^2)$. The flux ratio supplies $k_2/k_1$, and the product is

$$D=P\,e^{-S},\qquad P=\frac{16\,k_1k_2\kappa_1\kappa_2}{(k_1^2+\kappa_1^2)(k_2^2+\kappa_2^2)} .$$

Let $E_{F1}$ and $E_{F2}$ be the Fermi energies above the band bottoms. In units of $2m/\hbar^2$,

$$k_1^2=E_{F1}-\tfrac v2+E,\quad \kappa_1^2=\phi_1+\tfrac v2-E,\quad k_2^2=E_{F2}+\tfrac v2+E,\quad \kappa_2^2=\phi_2-\tfrac v2-E .$$

The denominators do not depend on $v$. At $E=v=0$,

$$\frac{\partial\ln P}{\partial v}=\frac14\left[\frac1{\phi_1}-\frac1{\phi_2}+\frac1{E_{F2}}-\frac1{E_{F1}}\right].\qquad(5)$$

By (2), twice this is added to the linear coefficient. For equal Fermi energies and small tilt the addition is $+\Delta\phi/(2\phi^2)$, opposite in sign to the term in (3) and $12/S_0$ times its size. With the earlier $3/S_0$, the linear coefficient is multiplied by

$$1-\frac{15}{S_0}.$$

The quadratic coefficient changes too. For equal Fermi energies $E_F$ and small tilt, $\partial\ln P/\partial E=1/E_F-1/\phi$ adds to the slope $S_0/(2\phi)$ of $\ln D$. The window term goes as the square of this slope, so it is multiplied by $1-4(1-\phi/E_F)/S_0$, which is $1-3.2/S_0$ for $\phi=2$ eV and $E_F=10$ eV. In the 2 nm example the coefficient is $5.87\ \mathrm{V^{-2}}$ against the leading $6.56\ \mathrm{V^{-2}}$, so $V_{\min}$ falls by less than the linear coefficient does.

The numbers 3 and 15 were tested on barriers 8 and 16 nm thick, with $\phi=2$ eV, $\Delta\phi=0.05$ eV and, for abrupt walls, Fermi energies of 10 eV. The abrupt transmission came from the Airy-function solution of the Schrödinger equation. Combining the two thicknesses to remove the next order gave 2.95 and 14.9.

A correction of $15/S_0$ is large for practical barriers. In the 2 nm example, with both Fermi energies at 10 eV, the exact transmission gives a linear coefficient of $-0.179\ \mathrm{V^{-1}}$, or 0.59 of the leading value. The first-order factor would be 0.48, so higher orders already matter. The minimum lies at 15.3 mV. Someone who read this curve with (4) would infer

$$\Delta\phi=\tfrac32\times28.98\times0.0153\ \mathrm{eV}\simeq0.67\ \mathrm{eV},$$

one third below the true 1 eV. At $d=1$ nm, $S_0=14.5$ and the first-order factor would be slightly negative, predicting a reversed displacement. The exact transmission instead gives $+19.9$ mV, against 38.6 mV for $e^{-S}$. The first correction in $1/S_0$ is not enough there.

Equation (5) also shows that a displaced minimum does not prove unequal heights. Let both heights be 2 eV, with $E_{F1}=10$ eV and $E_{F2}=7$ eV. To leading order in $1/S_0$ the linear coefficient is $\tfrac12(1/7-1/10)=0.0214\ \mathrm{V^{-1}}$, and with the leading quadratic coefficient the minimum should lie near $-0.0214/(2\times6.56)$ V $=-1.6$ mV. The exact transmission gives $-1.75$ mV. This does not contradict the opening symmetry, which assumed electrodes alike in all but barrier height.

## Setting the model beside a real junction

The example's values are rough ones for a metal/aluminium-oxide/metal junction; a height difference of 1 eV is chosen large to make the effect plain. The field at zero bias is already 5 MV/cm, and 5.5 MV/cm at $-0.1$ V, within a factor of about two of the rough 10 MV/cm at which thin oxides of this kind break down. Starting from the 21.0 mV of the integrated $e^{-S}$ model, and changing one assumption at a time:

- Abrupt walls lower $V_{\min}$ to 15.3 mV.
- A mass of 0.4 electron masses, used throughout, raises it to 31.6 mV, because $S_0$ falls to 18.3; in this model the mass enters $V_{\min}$ only through $S_0$.
- The image force, with a rough fast permittivity of 3, gives 20.6 mV, although it multiplies $G(0)$ by 93. The near-agreement in $V_{\min}$ is a computed result for this permittivity and is not derived here; other permittivities shift $V_{\min}$ in either direction. Both numbers are for $e^{-S}$, which ignores reflection; the image force rounds the walls only over a short distance and does not remove the wall effect of the first item.
- A temperature of 300 K gives 21.1 mV and raises $G(0)$ by 6%.

The weak effect of temperature has a simple origin. Near the Fermi levels $D\propto e^{cE}$ with $c=S_0/(2\phi)$. If $c$ were the same at all biases and energies, heating would multiply the current by a thermal average of $e^{cE}$ that does not depend on $v$, and such a factor cannot move a minimum. The form is approximate, the factor varies slightly with $v$, and a shift of about 0.1 mV remains.

Of these four changes, those in the mass and in the sharpness of the walls move the minimum most. Real oxides also vary in thickness and contain defects, and neither effect is included. The model has elastic tunnelling only. A minimum 0.3% deep or less near 20 mV lies where inelastic phonon channels and zero-bias anomalies appear in real junctions, and these can mask or shift it. A height difference inferred from $V_{\min}$ is therefore conditional on the assumed mass and walls, on the width and mean height that enter $S_0$, and on electrodes whose Fermi energies are known or nearly equal. The full set of computed values is in the numerical output below.

## Computed values

```
barrier height at electrode 1: 1.5 eV
barrier height at electrode 2: 2.5 eV
mean height: 2 eV
height difference: 1 eV
barrier width: 2 nm
S0: 28.98
G(0) per area, integrated: 0.0006419 S/cm2
G(0) per area, closed form: 0.000646 S/cm2
linear coefficient, leading formula: -0.3019 1/V
linear coefficient, integrated: -0.2796 1/V
quadratic coefficient, leading formula: 6.562 1/V2
quadratic coefficient, integrated: 6.689 1/V2
V_min, leading formula: 23 mV
V_min, with factor 1-3/S0: 20.62 mV
V_min, full WKB current: 21.02 mV
drop of G at minimum below G(0): 0.2934 %
G/G(0) at -0.1 V, full: 1.097
G/G(0) at -0.1 V, leading parabola: 1.096
G/G(0) at +0.1 V, full: 1.038
G/G(0) at +0.1 V, leading parabola: 1.035
V_min if only the barrier shape responded: 662.1 mV
2*dphi/(3e): 666.7 mV
extracted 1/S0 correction number, WKB: 2.954
extracted 1/S0 correction number, abrupt: 14.94
Fermi energy of both electrodes, abrupt case: 10 eV
abrupt/WKB transmission at E=0, exact: 2.165
abrupt/WKB transmission at E=0, prefactor: 2.155
linear coefficient, abrupt walls: -0.1792 1/V
quadratic coefficient, abrupt walls: 5.866 1/V2
V_min, abrupt walls: 15.32 mV
dphi inferred from it by leading formula: 0.6659 eV
lower Fermi energy of electrode 2, offset case: 7 eV
V_min, equal 2 eV heights, unequal Fermi: -1.751 mV
same, leading formula: -1.633 mV
S0 at 1 nm width: 14.49
V_min at 1 nm, WKB: 38.56 mV
V_min at 1 nm, abrupt walls: 19.86 mV
relative permittivity for image force: 3
V_min with image force: 20.6 mV
G(0) with image force / without: 93.07
light mass: 0.4 electron masses
V_min with light mass: 31.57 mV
temperature: 300 K
V_min at this temperature: 21.11 mV
G(0) at this temperature / at 0 K: 1.059
oxide field at zero bias: 5 MV/cm
oxide field at -0.1 V: 5.5 MV/cm
```
